# Heat Spreading at the Edges of a Strip Heater on a Film

A long metal strip heats a thin film that rests on a substrate. If the strip is much wider than the film is thick, most of the heat runs straight down, but some spreads sideways near the two edges. The problem is to find how much this spreading adds to the conductance, where the extra heat enters the film, and what the answer means for a measurement of the film's conductivity.

## First half: the conductance of an isothermal strip

The film has thickness $d$ and constant, isotropic thermal conductivity $k$. It occupies $0<y<d$ and is unbounded in $x$. Its base $y=0$ is held at temperature zero. On the top face $y=d$, the strip $|x|<w/2$ is held at $\Delta T$, and the rest of the face is insulated. The strip is long, so the problem is two-dimensional. Conduction is steady and obeys Fourier's law, and there is no contact resistance.

### (a) Which property of the geometry sets the conductance?

**Define a dimensionless conductance and show that a conformal map leaves it unchanged.**

Write $T=\Delta T\,u$. In the film $\nabla^2u=0$, with $u=0$ on the base, $u=1$ on the strip and $\partial u/\partial y=0$ on the rest of the top. Far from the strip $u$ tends to zero. The downward heat flux is $k\,\partial T/\partial y$, so the heat entering per unit length of strip is

$$P=k\Delta T\,S,\qquad S=\int_{-w/2}^{w/2}\frac{\partial u}{\partial y}\bigg|_{y=d}dx .$$

Since $u$ is harmonic, $|\nabla u|^2=\nabla\cdot(u\nabla u)$. The divergence theorem then gives

$$\int|\nabla u|^2\,dA=\oint u\,\frac{\partial u}{\partial n}\,ds=S,$$

because $u$ vanishes on the base, $\partial u/\partial n$ vanishes on the insulated parts, and $u=1$ on the strip. At a strip edge the flux grows as $r^{-1/2}$, where $r$ is the distance from the edge. A small arc of length proportional to $r$ around the edge therefore contributes an amount of order $r^{1/2}$, which vanishes as the arc shrinks.

Let $z=x+iy$ and let $\zeta=f(z)$ be a one-to-one analytic map. It stretches every small length by $|f'|$. Gradients satisfy $|\nabla_zu|=|f'|\,|\nabla_\zeta u|$, while areas satisfy $dA_\zeta=|f'|^2dA_z$. Hence

$$|\nabla_zu|^2\,dA_z=|\nabla_\zeta u|^2\,dA_\zeta .$$

The integral $S$ is unchanged. The map also keeps $u$ harmonic, and because it preserves angles, an insulated boundary stays insulated.

In a rectangle with two opposite isothermal sides of length $L$ a distance $H$ apart, and with the other two sides insulated, $u$ is linear. Its gradient is $1/H$, so $S=LH/H^2=L/H$. It remains to map the film to such a rectangle.

### (b) Opening the film into a half-plane

**Find a map that places the whole boundary on one line.**

Take

$$\zeta=e^{\pi z/d}=e^{\pi x/d}\,e^{i\pi y/d}.$$

As $y$ runs from $0$ to $d$, the argument of $\zeta$ runs from $0$ to $\pi$. As $x$ runs over all real values, the modulus runs from zero to infinity. The film therefore covers the upper half-plane once.

The base becomes the positive real axis. On the top face $\zeta=-e^{\pi x/d}$, which is the negative real axis. With

$$v=e^{-\pi w/(2d)},\qquad 0<v<1,$$

the strip becomes the interval from $-1/v$ to $-v$. The insulated face to its left becomes $(-v,0)$, and the insulated face to its right becomes $(-\infty,-1/v)$. The distant ends of the film have become the points $0$ and $\infty$.

### (c) From the half-plane to a rectangle

**Construct the rectangle and find $S$ for any width.**

The corners must be the images of $-1/v$, $-v$, $0$ and $\infty$. Define $W(\zeta)$ by

$$\frac{dW}{d\zeta}=\frac{C}{\sqrt{\zeta(\zeta+v)(\zeta+1/v)}},\qquad C>0 .$$

Along the real axis the phase of this derivative is constant between the three roots, so each interval maps to a straight segment. On passing a root $\zeta_0$ from left to right through the upper half-plane, the argument of $\zeta-\zeta_0$ falls from $\pi$ to $0$. The argument of $(\zeta-\zeta_0)^{-1/2}$ rises by $\pi/2$, which is a left turn through a right angle. At large $|\zeta|$ the derivative falls as $\zeta^{-3/2}$. Thus $W$ approaches a finite point, with a difference proportional to $\zeta^{-1/2}$, and the half-turn at infinity becomes the fourth right-angled corner. The boundary is a rectangle traversed once, so by the argument principle the interior is covered once.

The strip and the base are opposite sides. To find the side lengths set $\zeta=-vt^2$. Then $|d\zeta|=2vt\,dt$ and

$$|\zeta|=vt^2,\quad |\zeta+v|=v|1-t^2|,\quad |\zeta+1/v|=\frac{|1-v^2t^2|}{v}.$$

The product of the last three factors is $vt^2|1-t^2||1-v^2t^2|$, so

$$|dW|=\frac{2C\sqrt v\,dt}{\sqrt{|1-t^2|\,|1-v^2t^2|}} .$$

The insulated gap from $-v$ to $0$ corresponds to $0<t<1$. Its length is

$$H=2C\sqrt v\,K(v),\qquad K(v)=\int_0^1\frac{dt}{\sqrt{(1-t^2)(1-v^2t^2)}} .$$

Here $K$ is the complete elliptic integral, with the modulus as its argument. The strip corresponds to $1<t<1/v$. Put $v'=\sqrt{1-v^2}$ and $t=(1-v'^2s^2)^{-1/2}$, so that $s$ runs from $0$ to $1$. Then

$$t^2-1=\frac{v'^2s^2}{1-v'^2s^2},\quad 1-v^2t^2=\frac{v'^2(1-s^2)}{1-v'^2s^2},\quad dt=\frac{v'^2s\,ds}{(1-v'^2s^2)^{3/2}} .$$

Substitution gives

$$\int_1^{1/v}\frac{dt}{\sqrt{(t^2-1)(1-v^2t^2)}}=\int_0^1\frac{ds}{\sqrt{(1-s^2)(1-v'^2s^2)}}=K(v').$$

With the notation $K'(v)=K(v')$, in which the prime is not a derivative, the strip has length $L=2C\sqrt v\,K'(v)$. Therefore

$$\boxed{S=\frac{K'(v)}{K(v)},\qquad v=e^{-\pi w/(2d)}}$$

within the stated model, for every ratio $w/d$.

### (d) The wide strip

**Find $S$ when $w$ is much larger than $d$, including the constant term.**

A wide strip has small $v$. In the integral for $K(v')$ put $s=x/\sqrt{1+x^2}$, where $x$ is now an integration variable. Then $1-s^2=1/(1+x^2)$, $ds=(1+x^2)^{-3/2}dx$ and $1-v'^2s^2=(1+v^2x^2)/(1+x^2)$, so

$$K'(v)=\int_0^\infty\frac{dx}{\sqrt{(1+x^2)(1+v^2x^2)}} .$$

The replacement $x\to1/(vx)$ exchanges the two factors and leaves the integrand, with its differential, unchanged in form. It also exchanges the ranges below and above $x=1/\sqrt v$. The two ranges contribute equally:

$$K'(v)=2\int_0^{1/\sqrt v}\frac{dx}{\sqrt{(1+x^2)(1+v^2x^2)}} .$$

In this range $v^2x^2\le v$. The second factor thus changes the integrand by a relative amount of at most order $v$, and

$$\frac{2\,\mathrm{arsinh}(1/\sqrt v)}{\sqrt{1+v}}\le K'(v)\le2\,\mathrm{arsinh}(1/\sqrt v).$$

Moreover,

$$2\,\mathrm{arsinh}\frac1{\sqrt v}=\ln\frac1v+2\ln\!\left(1+\sqrt{1+v}\right)\to\ln\frac4v .$$

The bounds differ by an amount of order $v\ln(1/v)$, which vanishes. Hence $K'(v)-\ln(4/v)\to0$. With $t=\sin\theta$,

$$K(v)=\int_0^{\pi/2}\frac{d\theta}{\sqrt{1-v^2\sin^2\theta}}=\frac\pi2\left(1+\frac{v^2}4+O(v^4)\right).$$

The limiting law is therefore

$$S_{\rm lin}=\frac2\pi\ln\frac4v=\frac2\pi\left(2\ln2+\frac{\pi w}{2d}\right),$$

or

$$\boxed{S_{\rm lin}=\frac wd+\frac{4\ln2}{\pi}=\frac{w+0.8825\,d}{d}} .$$

The strip conducts like a strip without edge spreading whose width is $w+0.88d$. This widening is the total for two edges, so each edge contributes $0.44d$.

### (e) How wide is wide?

**Find the leading error of the linear law and its sign.**

It helps to know $dS/dv$. First we show that $K$ and $K'$ satisfy the same differential equation. Let $\sigma=\sin\theta$, $c=\cos\theta$ and $D=\sqrt{1-v^2\sigma^2}$. Since $\partial_v(1/D)=v\sigma^2/D^3$, direct differentiation gives

$$\partial_v\!\left[v(1-v^2)\partial_v\frac1D\right]-\frac vD
=\frac{v\left[-1+2(1-v^2)\sigma^2+v^2\sigma^4\right]}{D^5}.$$

Differentiation with respect to $\theta$ gives

$$\partial_\theta\frac{\sigma c}{D^3}=\frac{1-2(1-v^2)\sigma^2-v^2\sigma^4}{D^5}.$$

The first right-hand side is $-v$ times the second. Integrating from $0$ to $\pi/2$, where $\sigma c$ vanishes at both ends, yields

$$\frac{d}{dv}\left[v(1-v^2)\frac{dK}{dv}\right]=vK .$$

The same algebra applies to $K'$ after setting $\sigma=ix$. The end term is then $x\sqrt{1+x^2}/(1+v^2x^2)^{3/2}$, which vanishes at $x=0$ and $x=\infty$. Thus $K'$ obeys the same equation.

Multiply the equation for $K'$ by $K$, multiply that for $K$ by $K'$, and subtract. The result says that

$$M=v(1-v^2)\left(K\frac{dK'}{dv}-K'\frac{dK}{dv}\right)$$

is constant. To evaluate it as $v\to0$, differentiate the integral for $K'$ and put $x=y/v$, with $y$ here an integration variable:

$$v\frac{dK'}{dv}=-\int_0^\infty\frac{y^2\,dy}{\sqrt{v^2+y^2}\,(1+y^2)^{3/2}}\to-\int_0^\infty\frac{y\,dy}{(1+y^2)^{3/2}}=-1 .$$

The other term vanishes as $v^2\ln(1/v)$. Hence $M=-\pi/2$, and

$$\frac{dS}{dv}=\frac{M}{v(1-v^2)K^2}=-\frac{\pi}{2v(1-v^2)K^2}.$$

Now $\sqrt{1-v^2}\,K\le\pi/2$, because $(1-v^2)/(1-v^2\sin^2\theta)\le1$. It follows that $dS/dv\le-2/(\pi v)=dS_{\rm lin}/dv$. The difference $S-S_{\rm lin}$ starts from zero at $v=0$ and decreases, so the linear law overestimates $S$ at every finite width.

Expanding $K^2=(\pi^2/4)(1+v^2/2+\cdots)$ gives

$$\frac{dS}{dv}=-\frac2{\pi v}\left(1+\frac{v^2}2+O(v^4)\right).$$

Integration, with $v^2=e^{-\pi w/d}$, gives

$$S=\frac wd+\frac{4\ln2}\pi-\frac1{2\pi}e^{-\pi w/d}+O(e^{-2\pi w/d}).$$

The linear law is too high by 0.37% of $S$ at $w=d$, by 2.7% at $w=d/2$ and by 23% at $w=d/10$. In the narrow limit $v'^2\simeq\pi w/d$, $K(v)\simeq\ln(4/v')$ and $K'(v)\to\pi/2$. Then $S\simeq\pi/\ln[16d/(\pi w)]$, which tends slowly to zero, whereas the linear law tends to $0.88$.

## Second half: edge flux and real heaters

The symbols carry over. The film has thickness $d$ and conductivity $k$, the strip has width $w$ and temperature $\Delta T$, and $P=k\Delta T\,S$ is the heat per unit length. The parameter $v=e^{-\pi w/(2d)}$ is small for a wide strip. The first half found $S=K'(v)/K(v)$, with the wide-strip limit $w/d+(4\ln2)/\pi$. The map to the rectangle has $dW/d\zeta=C/\sqrt{\zeta(\zeta+v)(\zeta+1/v)}$ with $\zeta=e^{\pi z/d}$, and the isothermal sides are a distance $H=2C\sqrt v\,K(v)$ apart.

### (f) Where does the extra heat enter?

**Find the flux beneath the strip and the distance from an edge that contains half of that edge's excess.**

In the rectangle the gradient of $T$ is $\Delta T/H$. In the film it is larger by $|dW/dz|=|dW/d\zeta|\,\pi|\zeta|/d$. On the strip let $\zeta=-p$, with $p=e^{\pi x/d}$. Then

$$(p-v)\left(\frac1v-p\right)=p\left(v+\frac1v-p-\frac1p\right)=p\left(v+\frac1v-2\cosh\frac{\pi x}d\right).$$

The factors of $p$ cancel in $|dW/dz|$. Dividing by $H$ gives the downward flux

$$q(x)=\frac{k\Delta T}{d}\,\frac{\pi}{2K(v)}\,
\frac1{\sqrt{1+v^2-2v\cosh(\pi x/d)}} .$$

Let $s=w/2-x$ be the distance inward from the right edge. Since $2v\cosh(\pi x/d)=e^{-\pi s/d}+v^2e^{\pi s/d}$, the wide limit at fixed $s$ is

$$q(s)=\frac{k\Delta T}{d}\frac1{\sqrt{1-e^{-\pi s/d}}} .$$

Far from the edge this is the one-dimensional flux $k\Delta T/d$. Close to the edge it grows as $\sqrt{d/(\pi s)}$ times that value, which is an integrable singularity. For $w=4d$ the full formula gives $1.93$ times the one-dimensional flux at $s=0.1d$ and $5.69$ times at $s=0.01d$.

The excess heat between the edge and $s$, divided by $k\Delta T/d$, is a length $E(s)$. Put $Y=\pi s/d$ and $r=\sqrt{1-e^{-Y}}$. From $y=-\ln(1-\rho^2)$ we have $dy=2\rho\,d\rho/(1-\rho^2)$, so

$$\int_0^Y\frac{dy}{\sqrt{1-e^{-y}}}=\int_0^r\frac{2\,d\rho}{1-\rho^2}=\ln\frac{1+r}{1-r}.$$

Subtracting $Y=-\ln(1-r)-\ln(1+r)$ leaves $2\ln(1+r)$. Therefore

$$E(s)=\frac{2d}\pi\ln\!\left(1+\sqrt{1-e^{-\pi s/d}}\right).$$

Its limit is $(2\ln2)d/\pi=0.44d$, which recovers the widening per edge by a second route. Half of this is reached when $1+r=\sqrt2$, or

$$s_{1/2}=-\frac d\pi\ln\!\left[1-(\sqrt2-1)^2\right]=0.060\,d .$$

All the heat enters beneath the strip. The added width is a way of counting the stronger flux near the edges, and half of the excess is concentrated in a region much narrower than $0.44d$.

### (g) An anisotropic film

**Let the conductivities along $x$ and through the film be $k_\parallel$ and $k_\perp$. How does the widening change?**

The equation is $k_\parallel T_{xx}+k_\perp T_{yy}=0$. Set $X=x\sqrt{k_\perp/k_\parallel}$. This turns it into Laplace's equation and changes the strip width to $w\sqrt{k_\perp/k_\parallel}$. The heat is

$$P=\int k_\perp T_y\,dx=k_\perp\sqrt{\frac{k_\parallel}{k_\perp}}\int T_y\,dX .$$

Inserting the wide-strip law for the scaled width gives

$$\frac P{k_\perp\Delta T}=\frac wd+\sqrt{\frac{k_\parallel}{k_\perp}}\,\frac{4\ln2}\pi .$$

The scaled width, rather than $w$ itself, must now be at least about $d$. A finite-difference calculation with $w=4d$, extrapolated from grid spacings $d/25$ and $d/50$, gives a widening of $0.8824d$ for the isotropic film and $1.7644d$ for $k_\parallel/k_\perp=4$. The formula gives $0.8825d$ and twice that value.

### (h) Uniform flux instead of uniform temperature

**Suppose the heat $P$ enters uniformly across the strip and the strip's mean temperature is measured. Find the widening for a wide strip.**

If the downward flux at the top is $\cos\xi x$, the solution is $\cos(\xi x)\sinh(\xi y)/[k\xi\cosh(\xi d)]$. The top temperature is thus $\tanh(\xi d)/(k\xi)$ times the flux. A uniform flux $P/w$ has the Fourier form

$$q(x)=\frac P\pi\int_0^\infty\frac{\sin(\xi w/2)}{\xi w/2}\cos\xi x\,d\xi .$$

Averaging $\cos\xi x$ over the strip supplies the same sine factor again. With $R$ the mean temperature divided by $P$,

$$kR=\frac1\pi\int_0^\infty\left[\frac{\sin(\xi w/2)}{\xi w/2}\right]^2\frac{\tanh\xi d}\xi\,d\xi .$$

Write $\tanh(\xi d)/\xi=d-[d-\tanh(\xi d)/\xi]$. The integral of the squared sine factor is $\pi/w$, so the first term gives $d/w$. In the second use $\sin^2(\xi w/2)=(1-\cos\xi w)/2$ and $u=\xi d$:

$$kR=\frac dw-\frac2\pi\frac{d^2}{w^2}\int_0^\infty\frac{u-\tanh u}{u^3}\left(1-\cos\frac{uw}d\right)du .$$

Taking the logarithmic derivative of the product $\cosh u=\prod_n(1+u^2/b_n^2)$, with $b_n=(n-\tfrac12)\pi$ and $n=1,2,\ldots$, gives

$$\frac{\tanh u}u=\sum_n\frac2{u^2+b_n^2},\qquad \sum_n\frac2{b_n^2}=1 .$$

Subtracting the first sum from the second shows that

$$\frac{u-\tanh u}{u^3}=\sum_n\frac2{b_n^2(u^2+b_n^2)} .$$

Since $\int_0^\infty\cos(\beta u)/(u^2+b^2)\,du=\pi e^{-\beta b}/(2b)$ for $\beta\ge0$, we obtain

$$kR=\frac dw-2\frac{d^2}{w^2}\sum_n\frac{1-e^{-b_nw/d}}{b_n^3} .$$

The sum without exponentials is $(8/\pi^3)(7/8)\zeta(3)=7\zeta(3)/\pi^3$, where $\zeta(3)=\sum_n n^{-3}$. Hence, for a wide strip,

$$kR=\frac dw-\alpha\frac{d^2}{w^2}+\cdots,\qquad \alpha=\frac{14\zeta(3)}{\pi^3}=0.543,$$

and $1/(kR)=w/d+\alpha+O(d/w)$. The limiting widening is $0.54d$, but it is approached only algebraically. At $w=4d$ it is still $0.627d$.

The uniform-flux value must be no larger than the isothermal one at the same $w/d$. For a flux $q$ with temperature $T[q]$ on the strip, let $\mathcal E[q]=\int qT[q]\,dx=k\int|\nabla T|^2dA\ge0$. Start from the isothermal flux $q_i$, with strip temperature $T_i$, and add $\delta$ with $\int\delta\,dx=0$. By reciprocity,

$$\mathcal E[q_i+\delta]=\mathcal E[q_i]+2T_i\int\delta\,dx+\mathcal E[\delta]\ge\mathcal E[q_i].$$

For either uniform flux or uniform temperature, $\mathcal E=P$ times the mean temperature. At fixed $P$ the uniform flux therefore gives the higher mean temperature and the lower conductance.

### (i) A metal line that is neither

**Set up the problem for an electrically heated line of thickness $t_m$ and conductivity $k_m$.**

Treat the line as a thin sheet, with temperature uniform through its thickness and uniform heat generation $P/w$ per unit area. Heat leaves only through the film, so

$$k_mt_m\frac{d^2T}{dx^2}+\frac Pw=q(x),\qquad \frac{dT}{dx}=0\ \text{ at }x=\pm\frac w2 .$$

The film supplies a second relation, $T(x)=\int G(x-x')q(x')dx'$. Applying the result of part (h) to a line source, and using the same sum for $\tanh u/u$, gives

$$G(x)=\frac1{\pi k}\int_0^\infty\frac{\tanh\xi d}\xi\cos\xi x\,d\xi=\frac1k\sum_n\frac{e^{-b_n|x|/d}}{b_n}=-\frac1{\pi k}\ln\tanh\frac{\pi|x|}{4d}.$$

The last step uses $\sum_n e^{-(2n-1)a}/(2n-1)=\mathrm{artanh}(e^{-a})$. Replacing the sheet equation by constant $T$ gives an integral equation for the isothermal strip that does not use the conformal map. Its solution at $w=2d$ is $S=2.882245$. This lies $2.974\times10^{-4}$ below the linear law, while the leading exponential of part (e) gives $2.972\times10^{-4}$.

Where spreading in the film is weak, $q\simeq kT/d$. The sheet equation then has the healing length

$$\ell=\sqrt{\frac{k_mt_md}k}.$$

The stronger flux at the edges cools the line there, and $\ell$ is the distance over which this cooling dies away inward. A wide strip that is still much narrower than $\ell$ is therefore nearly isothermal. As $k_mt_m\to0$, the sheet equation reduces to uniform flux.

### (j) A niobium line on an oxide film

**Take $d=500$ nm, $w=2000$ nm, $k=1.3$ W/(m K) and $P=20$ W/m. Find the temperature rise and the error made by ignoring the edges. Then estimate what the ideal model leaves out.**

Here $w/d=4$ and $S=4+0.8825=4.8825$; the exponential correction is negligible. The rise is

$$\Delta T=\frac{20}{1.3\times4.8825}\ \mathrm K=3.15\ \mathrm K .$$

The widening is 441 nm, giving an effective width of 2441 nm. Someone who used the one-dimensional formula on this rise would infer

$$k_{1D}=\frac{Pd}{w\Delta T}=\frac{20\times500}{2000\times3.151}=1.59\ \mathrm{W/(m\,K)},$$

which is 22% above the input conductivity. At $w=40d$ the corresponding error would be $0.8825/40$, or 2.2%.

These parameters resemble a three-omega measurement of an oxide film on silicon near 300 K, in which a metal line is both heater and thermometer. The material values are rough typical ones. Let the niobium be 150 nm thick with $k_m=40$ W/(m K), and let silicon have conductivity 140 W/(m K). Both oxide and silicon are given the heat capacity $1.65\times10^6$ J/(m³ K). A current at 1000 Hz heats the line at twice that frequency, so $\omega=4\pi\times1000$ s⁻¹.

**The line.** The ratio $k_mt_m/(kd)$ is 9.23, so $\ell=3.04d$, or about 1520 nm. This exceeds the half-width of 1000 nm. The sheet equation gives a widening of $0.865d$, based on mean line temperature. Treating this line as isothermal would make the inferred film conductivity 0.35% too low. The sheet model also leaves out the temperature drop through the metal. With uniform heat generation, this raises the mean line temperature above that of its lower face by $t_m/(3k_m)$ times the mean flux, or about 0.3% of the one-dimensional film rise. That estimate assumes vertical flow in the metal. Because the line is thicker than the edge zone where the flux crowds, the full two-dimensional effect is nearer 0.4%, and the total bias from treating the 150 nm line as isothermal is about 0.8%.

**The substrate.** Silicon is not a perfect heat sink. To estimate its effect, take uniform flux and replace the top response in part (h) by that of a film on a half-space. Let $D_s$ and $D$ be the thermal diffusivities of silicon and film, let $k_s$ be the silicon conductivity, and define $Z_s=1/(k_s\sqrt{\xi^2+i\omega/D_s})$ and $g=\sqrt{\xi^2+i\omega/D}$. Matching $T=Z_sk\,\partial T/\partial y$ at the film base gives the response

$$Z=\frac{Z_s+\tanh(gd)/(kg)}{1+Z_skg\tanh(gd)} .$$

The silicon rise alone has an amplitude equal to 7.4% of the uniform-flux film rise (7.8% of the 3.15 K found above), so it must be subtracted. What remains is

$$Z-Z_s=\frac{\tanh(gd)}{kg}\,\frac{1-(Z_skg)^2}{1+Z_skg\tanh(gd)} .$$

When $\xi^2$ is large compared with $\omega/D$ and $\omega/D_s$, $Z_skg\simeq k/k_s=0.009$, so the remainder is close to the response on an ideal sink. Integrated over the strip, its in-phase part is 0.37% below the ideal uniform-flux film resistance. For an isothermal strip, with the same silicon term subtracted, the shortfall is about 0.5%. The film's own heat capacity matters little, since $\omega d^2/D=0.004$.

**The contacts.** A rough contact resistance of $10^{-8}$ m² K/W equals 13 nm of film, or 2.6% of $d$. Two such contacts add about 5% to the one-dimensional resistance. Among the effects estimated here, this is the largest once the silicon rise has been subtracted. The top contact also weakens the flux peaks at the edges, where half of each edge's excess enters within 30 nm. It therefore raises the resistance of the strip by more than its one-dimensional share. The lower contact raises it by less, because the heat has spread over a greater width there. For this strip the two departures nearly cancel: the total stays near 5% of the one-dimensional resistance, which is about 6% of the strip's own, smaller film resistance.

**The exposed surface.** For air of conductivity 0.026 W/(m K) and diffusivity $2.2\times10^{-5}$ m²/s, the loss from the line would be 0.27% of the film conductance if the surface beside it exchanged no heat with the air. In fact the film surface is cold within about one film thickness of the edge, so it draws heat from the line through the air. This raises the loss to roughly 1%, still well below the effect of the contacts. Linearized black-body radiation from the line is about $2\times10^{-4}$% of the film conductance.

The correction is thus useful for this example, but its many digits do not set the accuracy of the measurement. The contacts and the substrate subtraction have to be controlled first. The numerical output below lists the values used.

## Table of computed values

```
widening 4 ln2/pi: 0.88254 d; per edge 0.44127 d
w/d, S from integral equation, linear law, excess of linear law (%)
  0.10  0.799193  0.982542  22.9419
  0.25  1.041177  1.132542  8.7752
  0.50  1.346263  1.382542  2.6949
  1.00  1.875541  1.882542  0.3733
  2.00  2.882245  2.882542  0.0103
  4.00  4.882542  4.882542  0.0000
linear law minus S at w/d=2: 2.9744e-04; leading 2.9721e-04
finite-difference widening, isotropic: 0.8824 d
finite-difference widening, kx/kz=4: 1.7644 d
half of edge excess lies within: 0.0599 d
flux/(k dT/d), w/d=4: centre 1.0019
  at 0.1 d from edge 1.9259
  at 0.01 d from edge 5.6863
uniform-flux widening, wide limit: 0.5428 d
uniform-flux widening at w/d=4: 0.6267 d
EXAMPLE (rough inputs): Nb line, oxide film, silicon
film thickness 500 nm; line width 2000 nm
line thickness 150 nm; temperature 300 K
conductivities film 1.3, Nb 40.0, Si 140.0 W/(m K)
heat capacities film 1.65e+06, Si 1.65e+06 J/(m3 K)
air: 0.026 W/(m K), diffusivity 2.2e-05 m2/s
heating 20 W/m; current frequency 1000 Hz
widening 441.3 nm; effective width 2441.3 nm
half of edge excess within 30.0 nm
S 4.882542; film temperature rise 3.1509 K
inferred k without widening 1.5868 W/(m K), error 22.06 %
inferred k with widening 1.3000 W/(m K)
NEGLECTED EFFECTS
Nb sheet ratio k_m t_m/(k d): 9.231
Nb line widening 0.8652 d; basis shift 9.8e-09 d
k bias from taking Nb line as isothermal -0.35 %
silicon rise / film rise 7.37 %
film term error after subtracting silicon -0.370 %
film heat-capacity number omega d2/D 3.99e-03
one contact of 1e-08 m2K/W equals 13.0 nm of film, 2.60 % of d
loss to air 0.273 %; radiation 1.9e-04 %
```
